# Real, Non-Positive Eigenvalues of the Precursor-Decomposition Master Equation: a numerical check

```python
"""Master equation for precursor decomposition: dn/dt = M n.

Result under test: if collisional rates R_ij (from j to i) obey detailed
balance R_ij f_j = R_ji f_i with Boltzmann populations f, then
S = F^(-1/2) M F^(1/2), F = diag(f), is symmetric; all eigenvalues of M
are real and none is positive. M = C - diag(k), where C holds collisions
(zero column sums) and k >= 0 holds the decomposition rates.
Example: CH4 in argon. Energies in eV, rates in 1/s.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.linalg import cho_factor, cho_solve, lu_factor, lu_solve
from scipy.optimize import minimize_scalar
from pyscf import gto, scf
from pyscf.data import elements

EV = const.e
BOHR = const.physical_constants["Bohr radius"][0]
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
AMU_IN_ME = const.atomic_mass / const.m_e
PLANCK_EV = const.h / EV
EV_TO_CM = EV / (const.h * const.c * 100)

# ---------- methane frequencies, RHF/6-31G* ----------
DIRECTIONS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1],
                       [-1, -1, 1]]) / np.sqrt(3)


def methane(bond_bohr):
    atoms = [("C", (0.0, 0.0, 0.0))]
    atoms += [("H", tuple(bond_bohr * d)) for d in DIRECTIONS]
    mol = gto.M(atom=atoms, unit="Bohr", basis="6-31g*", verbose=0)
    mean_field = scf.RHF(mol)
    mean_field.conv_tol = 1e-11
    mean_field.kernel()
    assert mean_field.converged
    return mol, mean_field


def energy(bond_bohr):
    return methane(bond_bohr)[1].e_tot


bond = minimize_scalar(energy, bounds=(1.9, 2.2), method="bounded",
                       options={"xatol": 1e-5}).x
mol, mean_field = methane(bond)
hessian = mean_field.Hessian().kernel()
hessian = hessian.transpose(0, 2, 1, 3).reshape(15, 15)
masses = np.array(mol.atom_mass_list(isotope_avg=True))
root_mass = np.sqrt(np.repeat(masses * AMU_IN_ME, 3))
omega_squared = np.linalg.eigvalsh(hessian / np.outer(root_mass, root_mass))
order = np.argsort(abs(omega_squared))
omega_squared = omega_squared[order]
assert np.all(omega_squared[6:] > 0)
assert abs(omega_squared[5]) < 1e-2 * omega_squared[6]
freqs = np.sort(np.sqrt(omega_squared[6:])) * HARTREE_EV

# breathing frequency from the energy curve alone
step = 0.02
curvature = (energy(bond + step) - 2 * energy(bond)
             + energy(bond - step)) / step**2
breathing = np.sqrt(curvature / (4 * masses[1] * AMU_IN_ME)) * HARTREE_EV
assert np.min(abs(freqs / breathing - 1)) < 0.01

# ---------- model inputs (rough, round) ----------
temperature, pressure_torr = 1900.0, 100.0
threshold, mean_down, grain = 4.5, 0.05, 0.02
diameter = 0.40e-9
methane_fraction = 0.01
abstraction_barrier = 0.5
residence_time = 0.1
kT = const.k * temperature / EV
CELL, N_CELLS = 2e-4, 45000
cell_energy = CELL * np.arange(N_CELLS)
boltzmann = np.exp(-cell_energy / kT)

torr = const.atm / 760
density = pressure_torr * torr / (const.k * temperature)
cross_section = np.pi * diameter**2


def mean_speed(mass_a, mass_b):
    reduced = mass_a * mass_b / (mass_a + mass_b) * const.atomic_mass
    return np.sqrt(8 * const.k * temperature / (np.pi * reduced))


collision_rate = density * cross_section * mean_speed(
    masses.sum(), elements.MASSES[18])


def count_states(frequencies):
    """Number of harmonic states in each narrow energy cell."""
    counts = np.zeros(N_CELLS)
    counts[0] = 1.0
    for quantum in frequencies:
        stride = int(round(quantum / CELL))
        padded = np.pad(counts, (0, (-N_CELLS) % stride))
        counts = np.cumsum(padded.reshape(-1, stride), axis=0)
        counts = counts.ravel()[:N_CELLS]
    return counts


def transition_modes(frequencies, softening):
    """One stretch becomes the reaction coordinate; two bends soften."""
    return np.concatenate([frequencies[:2] / softening, frequencies[2:8]])


def ladder(frequencies=freqs, barrier=threshold, width=grain,
           down=mean_down, softening=4.0):
    """Return unit-frequency collision matrix, decay rates, populations."""
    states = count_states(frequencies)
    open_states = np.cumsum(count_states(
        transition_modes(frequencies, softening)))
    shift = int(round(barrier / CELL))
    reactive = np.zeros(N_CELLS)
    reactive[shift:] = 4 * open_states[:N_CELLS - shift] * CELL / PLANCK_EV
    size = int(round(width / CELL))
    weight = (states * boltzmann).reshape(-1, size).sum(axis=1)
    flux = (reactive * boltzmann).reshape(-1, size).sum(axis=1)
    kept = np.flatnonzero(weight > 0)
    populations = weight[kept] / weight.sum()
    decay = flux[kept] / weight[kept]
    distance = abs(kept[:, None] - kept[None, :])
    ratio = 1 - width / down
    proposal = 0.5 * (1 - ratio) * ratio ** np.maximum(distance - 1, 0)
    np.fill_diagonal(proposal, 0.0)
    moves = proposal * np.minimum(
        1.0, populations[:, None] / populations[None, :])
    assert moves.sum(axis=0).max() <= 1 + 1e-12
    return moves - np.diag(moves.sum(axis=0)), decay, populations


def symmetrize(matrix, populations):
    root = np.sqrt(populations)
    return matrix * root[None, :] / root[:, None]


def slow_mode(collisions, decay, populations):
    """Smallest decay rate and its vector, by inverse iteration on -S.

    The Cholesky factorization exists only if -S is positive definite."""
    factor = cho_factor(-symmetrize(collisions - np.diag(decay),
                                    populations), lower=True)
    vector = np.sqrt(populations)
    for _ in range(25):
        image = cho_solve(factor, vector)
        rate = 1 / (vector @ image)
        vector = image / np.linalg.norm(image)
    return rate, vector


unit_collisions, decay, populations = ladder()
collisions = collision_rate * unit_collisions
matrix = collisions - np.diag(decay)
symmetric = symmetrize(matrix, populations)
assert abs(symmetric - symmetric.T).max() < 1e-12 * collision_rate
k_uni, slow_vector = slow_mode(collisions, decay, populations)
spectrum = np.linalg.eigvalsh(symmetric)
second_rate = -spectrum[-2]
slow_weight = (slow_vector @ np.sqrt(populations))**2
assert 0 < k_uni < second_rate

# ---------- state counting against closed partition functions ----------
def partition(frequencies):
    return np.prod(1 / (1 - np.exp(-frequencies / kT)))


q_counted = (count_states(freqs) * boltzmann).sum()
q_closed = partition(freqs)
assert abs(q_counted / q_closed - 1) < 0.01
k_inf_sum = decay @ populations
k_inf_closed = (4 * kT / PLANCK_EV * partition(transition_modes(freqs, 4.0))
                / q_closed * np.exp(-threshold / kT))
assert abs(k_inf_sum / k_inf_closed - 1) < 0.02
assert k_uni < k_inf_sum

# ---------- no decomposition: zero eigenvalue, Boltzmann vector ----------
collision_spectrum = np.linalg.eigvalsh(symmetrize(collisions, populations))
assert abs(collision_spectrum[-1]) < 1e-11 * collision_rate
assert collision_spectrum[-2] < -1e-8 * collision_rate
assert abs(collisions @ populations).max() < 1e-12 * collision_rate

# ---------- quadratic form against the explicit pair sum ----------
random = np.random.default_rng(1)
for decay_part in (np.zeros_like(decay), decay):
    trial = random.normal(size=len(populations))
    scaled = trial / np.sqrt(populations)
    direct = trial @ symmetrize(collisions - np.diag(decay_part),
                                populations) @ trial
    flow = collisions * populations[None, :]
    np.fill_diagonal(flow, 0.0)
    pairs = -0.5 * np.sum(flow * (scaled[:, None] - scaled[None, :])**2)
    pairs -= np.sum(decay_part * populations * scaled**2)
    # cancellation in the pair sum is mild; 1e-8 allows for rounding
    assert abs(direct / pairs - 1) < 1e-8 and direct < 0

# ---------- unsymmetrized coarse ladder, 40-digit diagonalization ----------
coarse_unit, coarse_decay, coarse_pop = ladder(width=0.45, down=0.9)
coarse = collision_rate * coarse_unit - np.diag(coarse_decay)
mp.mp.dps = 40
roots = mp.eig(mp.matrix(coarse.tolist()), left=False, right=False)
coarse_scale = max(float(abs(z)) for z in roots)
coarse_imag = max(float(abs(mp.im(z))) for z in roots)
coarse_real = np.sort([float(mp.re(z)) for z in roots])
assert coarse_imag < 1e-20 * coarse_scale
assert coarse_real[-1] < 0
coarse_sym = np.linalg.eigvalsh(symmetrize(coarse, coarse_pop))
assert abs(coarse_real - coarse_sym).max() < 1e-12 * coarse_scale
coarse_slow = slow_mode(collision_rate * coarse_unit, coarse_decay,
                        coarse_pop)[0]
assert abs(-coarse_real[-1] / coarse_slow - 1) < 1e-6

# ---------- exact root counting on a rational four-level matrix ----------
weights = [sp.Rational(n, 15) for n in (8, 4, 2, 1)]
flows = sp.Matrix([[0, 3, 1, 2], [3, 0, 5, 1], [1, 5, 0, 4], [2, 1, 4, 0]])
losses = [0, 0, 1, 5]
exact = sp.zeros(4, 4)
for j in range(4):
    for i in range(4):
        if i != j:
            exact[i, j] = flows[i, j] / weights[j]
    exact[j, j] = -sum(flows[i, j] for i in range(4)) / weights[j] - losses[j]
symbol = sp.symbols("z")
polynomial = sp.Poly(exact.charpoly(symbol).as_expr(), symbol)
negative_roots = polynomial.count_roots(None, 0)
assert negative_roots == 4 and polynomial.eval(0) != 0

# ---------- detailed balance broken: driven three-level cycle ----------
forward, backward, loss = 4.0, 1.0, 1.0
driven = np.array([[0, backward, forward], [forward, 0, backward],
                   [backward, forward, 0]])
driven -= np.diag(driven.sum(axis=0) + np.array([0, 0, loss]))
driven_roots = np.linalg.eigvals(driven)
assert abs(driven_roots.imag).max() > 1 and driven_roots.real.max() < 0

# ---------- implicit time marching of M from a cold start ----------
def marched_rate(steps_per_half):
    h = 1 / (k_uni * steps_per_half)
    factor = lu_factor(np.eye(len(populations)) - h * matrix)
    state = np.zeros(len(populations))
    state[0] = 1.0
    totals = []
    for _ in range(2):
        for _ in range(steps_per_half):
            state = lu_solve(factor, state)
        totals.append(state.sum())
    return np.log(totals[0] / totals[1]) * k_uni


# extrapolation removes the first-order time-step error
k_marched = 2 * marched_rate(400) - marched_rate(200)
assert abs(k_marched / k_uni - 1) < 1e-4

# ---------- inverse mean lifetime, free of subtractions ----------
def lifetime_rate(pressure_factor):
    """Inverse mean lifetime of a molecule that starts in the lowest grain.

    Grains are eliminated from the top; only positive numbers are added,
    so rounding stays small even when collisions are extremely fast."""
    hops = collisions * pressure_factor
    np.fill_diagonal(hops, 0.0)
    loss_rate = decay.copy()
    dwell = np.ones(len(decay))
    for s in range(len(decay) - 1, 0, -1):
        share = hops[s, :s] / (hops[:s, s].sum() + loss_rate[s])
        hops[:s, :s] += np.outer(hops[:s, s], share)
        loss_rate[:s] += loss_rate[s] * share
        dwell[:s] += dwell[s] * share
    return loss_rate[0] / dwell[0]


k_lifetime = lifetime_rate(1.0)
# the lifetime also contains the short warm-up, of relative size k_uni
# divided by the second decay rate
assert abs(k_lifetime / k_uni - 1) < 1e-4

# ---------- pressure dependence ----------
pressures = np.array([10.0, 100.0, 1000.0])
rates = np.array([slow_mode(collisions * p / pressure_torr, decay,
                            populations)[0] for p in pressures])
slopes = np.diff(rates) / np.diff(pressures)
assert np.all(slopes > 0) and slopes[1] < slopes[0]

# Formal limit, not a real gas. Weak collisions refill the reactive grains
# slowly, so the intermediate factor need not reach the limit.
middle_factor, limit_factor = 1e5, 1e8
k_middle = lifetime_rate(middle_factor)
k_limit = lifetime_rate(limit_factor)
k_middle_symmetric = slow_mode(collisions * middle_factor, decay,
                               populations)[0]
# 1 % allows for rounding in the symmetric solver at fast collisions
assert abs(k_middle_symmetric / k_middle - 1) < 0.01
assert k_uni < k_middle < k_limit
assert 0.97 < k_limit / k_inf_closed < 1.02

# ---------- sizes of neglected effects ----------
def changed(**options):
    unit, rates_k, pop = ladder(**options)
    return slow_mode(collision_rate * unit, rates_k, pop)[0] / k_uni


ratio_freq = changed(frequencies=0.9 * freqs)
ratio_rotation = changed(barrier=threshold - kT)
ratio_step = changed(down=2 * mean_down)
ratio_grain = changed(width=grain / 2)
ratio_loose = changed(softening=8.0)
h_methane = cross_section * mean_speed(masses[1], masses.sum())
h_methyl = cross_section * mean_speed(masses[1], masses[:4].sum())
h_fraction = k_uni / (density * h_methane
                      * np.exp(-abstraction_barrier / kT))
recombination_conversion = np.sqrt(
    k_uni / (density * methane_fraction * h_methyl))
double_roots = np.linalg.eigvals(matrix)

# ---------- output ----------
def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Temperature", temperature, "K")
show("Pressure", pressure_torr, "Torr")
show("Thermal energy kT", kT, "eV")
show("C-H bond length, RHF/6-31G*", bond * BOHR * 1e9, "nm")
print("CH4 harmonic wavenumbers (1/cm):",
      " ".join(f"{v:.0f}" for v in freqs * EV_TO_CM))
show("Breathing mode from energy curve", breathing * EV_TO_CM, "1/cm")
show("Threshold", threshold, "eV")
show("Mean proposed downward step", mean_down, "eV")
show("Grain width", grain, "eV")
show("Top of energy ladder", N_CELLS * CELL, "eV")
print("Occupied grains:", len(populations))
show("Collision diameter", diameter * 1e9, "nm")
show("Collision frequency", collision_rate, "1/s")
show("Vibrational partition function, counted", q_counted)
show("Vibrational partition function, closed form", q_closed)
show("Population above threshold at equilibrium",
     populations[decay > 0].sum())
show("First nonzero decomposition rate", decay[decay > 0][0], "1/s")
show("Largest decomposition rate", decay.max(), "1/s")
show("Slowest decay rate k_uni", k_uni, "1/s", 6)
show("k_uni from time marching", k_marched, "1/s", 6)
show("Inverse mean lifetime, cold start", k_lifetime, "1/s", 6)
show("Second decay rate", second_rate, "1/s")
show("Slow-mode weight missing, Boltzmann start", 1 - slow_weight, "", 2)
show("k_inf, sum over grains", k_inf_sum, "1/s")
show("k_inf, canonical formula", k_inf_closed, "1/s")
show("k_uni / k_inf", k_uni / k_inf_sum)
for p, rate in zip(pressures, rates):
    show(f"k_uni at {p:.0f} Torr", rate, "1/s")
show(f"Rate / k_inf at pressure x {middle_factor:.0e}",
     k_middle / k_inf_closed)
show("Same ratio from symmetric solver", k_middle_symmetric / k_inf_closed)
show(f"Rate / k_inf at pressure x {limit_factor:.0e}",
     k_limit / k_inf_closed)
show("Residence time", residence_time, "s")
show("Fraction initiated in residence time",
     -np.expm1(-k_uni * residence_time))
print("Coarse ladder, number of grains:", len(coarse_pop))
show("Coarse ladder slow rate, 40 digits", -coarse_real[-1], "1/s", 6)
show("Coarse ladder slow rate, symmetric", coarse_slow, "1/s", 6)
show("Coarse max |imaginary| / max |eigenvalue|",
     coarse_imag / coarse_scale, "", 2)
show("Full M, double precision, same ratio",
     abs(double_roots.imag).max() / abs(double_roots).max(), "", 2)
print("Rational 4-level matrix, negative real roots:", negative_roots)
print("Driven cycle forward, backward, loss:", forward, backward, loss)
print("Driven cycle eigenvalues:",
      " ".join(f"{z.real:.3f}{z.imag:+.3f}i" for z in driven_roots))
show("Rate ratio, frequencies x 0.9", ratio_freq)
show("Rate ratio, threshold lowered by kT", ratio_rotation)
show("Rate ratio, mean step doubled", ratio_step)
show("Rate ratio, grain width halved", ratio_grain)
show("Rate ratio, two bends softened by 8 instead of 4", ratio_loose)
show("Assumed H-attack barrier", abstraction_barrier, "eV")
show("H mole fraction where attack equals k_uni", h_fraction, "", 2)
show("Assumed methane mole fraction", methane_fraction)
show("Conversion where recombination equals loss",
     recombination_conversion, "", 2)
print("ALL CHECKS PASSED")
```

Output:

```
Temperature: 1900 K
Pressure: 100 Torr
Thermal energy kT: 0.1637 eV
C-H bond length, RHF/6-31G*: 0.1084 nm
CH4 harmonic wavenumbers (1/cm): 1488 1488 1488 1703 1703 3194 3298 3298 3298
Breathing mode from energy curve: 3194 1/cm
Threshold: 4.5 eV
Mean proposed downward step: 0.05 eV
Grain width: 0.02 eV
Top of energy ladder: 9 eV
Occupied grains: 418
Collision diameter: 0.4 nm
Collision frequency: 4.789e+08 1/s
Vibrational partition function, counted: 8.75
Vibrational partition function, closed form: 8.756
Population above threshold at equilibrium: 1.071e-07
First nonzero decomposition rate: 3.625e+08 1/s
Largest decomposition rate: 5.462e+13 1/s
Slowest decay rate k_uni: 1.28692 1/s
k_uni from time marching: 1.28692 1/s
Inverse mean lifetime, cold start: 1.28692 1/s
Second decay rate: 1.001e+06 1/s
Slow-mode weight missing, Boltzmann start: 1.7e-07
k_inf, sum over grains: 1273 1/s
k_inf, canonical formula: 1276 1/s
k_uni / k_inf: 0.001011
k_uni at 10 Torr: 0.1407 1/s
k_uni at 100 Torr: 1.287 1/s
k_uni at 1000 Torr: 9.701 1/s
Rate / k_inf at pressure x 1e+05: 0.786
Same ratio from symmetric solver: 0.786
Rate / k_inf at pressure x 1e+08: 0.9978
Residence time: 0.1 s
Fraction initiated in residence time: 0.1208
Coarse ladder, number of grains: 20
Coarse ladder slow rate, 40 digits: 21.6716 1/s
Coarse ladder slow rate, symmetric: 21.6716 1/s
Coarse max |imaginary| / max |eigenvalue|: 0
Full M, double precision, same ratio: 0
Rational 4-level matrix, negative real roots: 4
Driven cycle forward, backward, loss: 4.0 1.0 1.0
Driven cycle eigenvalues: -0.308+0.000i -7.846+2.570i -7.846-2.570i
Rate ratio, frequencies x 0.9: 1.407
Rate ratio, threshold lowered by kT: 2.248
Rate ratio, mean step doubled: 2.823
Rate ratio, grain width halved: 0.9336
Rate ratio, two bends softened by 8 instead of 4: 1.033
Assumed H-attack barrier: 0.5 eV
H mole fraction where attack equals k_uni: 1.6e-08
Assumed methane mole fraction: 0.01
Conversion where recombination equals loss: 0.00028
ALL CHECKS PASSED
```
